# Listing the wavevectors that fold onto a supercell wavevector by Smith reduction: test program

```python
# Result under test: for a nonsingular integer supercell matrix M (A_super = M A,
# lattice vectors as rows) with Smith form U M V = D = diag(d1,d2,d3), the vectors
#     k(m) = V D^-1 (U kappa + m) mod 1,   m_i = 0..d_i-1,
# are exactly the |det M| distinct primitive wavevectors folding onto kappa.
# k, kappa: fractional coordinates in the primitive / supercell reciprocal bases.
# Folding means that M k - kappa is an integer vector.
from fractions import Fraction
from itertools import product, combinations
from math import gcd
import numpy as np


def det3(X):
    X = [[int(x) for x in row] for row in X]
    return (X[0][0] * (X[1][1] * X[2][2] - X[1][2] * X[2][1])
            - X[0][1] * (X[1][0] * X[2][2] - X[1][2] * X[2][0])
            + X[0][2] * (X[1][0] * X[2][1] - X[1][1] * X[2][0]))


def integer_matrix(X):
    return np.array([[int(x) for x in row] for row in X], dtype=object)


def smith(M):
    """Return D, U, V with U M V = D, in exact integer arithmetic."""
    if det3(M) == 0:
        raise ValueError("a singular matrix defines no supercell")
    D = integer_matrix(M)
    U, V = integer_matrix(np.eye(3)), integer_matrix(np.eye(3))
    for t in range(3):
        while True:
            _, i, j = min((abs(D[i, j]), i, j) for i in range(t, 3)
                          for j in range(t, 3) if D[i, j] != 0)
            for X in (D, U):
                X[[t, i]] = X[[i, t]]
            for X in (D, V):
                X[:, [t, j]] = X[:, [j, t]]
            pivot = D[t, t]
            for r in range(t + 1, 3):
                q = D[r, t] // pivot
                D[r] = D[r] - q * D[t]
                U[r] = U[r] - q * U[t]
            for c in range(t + 1, 3):
                q = D[t, c] // pivot
                D[:, c] = D[:, c] - q * D[:, t]
                V[:, c] = V[:, c] - q * V[:, t]
            if any(D[r, t] != 0 or D[t, r] != 0 for r in range(t + 1, 3)):
                continue
            bad = [r for r in range(t + 1, 3) for c in range(t + 1, 3)
                   if D[r, c] % pivot != 0]
            if not bad:
                break
            D[t] = D[t] + D[bad[0]]
            U[t] = U[t] + U[bad[0]]
        if D[t, t] < 0:
            D[t], U[t] = -D[t], -U[t]
    return D, U, V


def vector(values):
    out = np.empty(3, dtype=object)
    for i, value in enumerate(values):
        out[i] = Fraction(value)
    return out


def wavevector(D, V, x):
    """V D^-1 x, reduced to the cell [0,1)^3."""
    return tuple(c % 1 for c in V @ vector([x[i] / D[i, i] for i in range(3)]))


def label_box(D):
    return list(product(*(range(D[i, i]) for i in range(3))))


def folding_list(M, kappa):
    D, U, V = smith(M)
    start = U @ vector(kappa)
    return [wavevector(D, V, start + vector(m)) for m in label_box(D)]


def naive_list(M, kappa):
    """Uses the box of Smith labels directly as the integer shift of kappa."""
    D, U, V = smith(M)
    return [wavevector(D, V, U @ (vector(kappa) + vector(m)))
            for m in label_box(D)]


def exhaustive_scan(M, kappa, q):
    """All k in [0,1)^3 with M k - kappa integer; q*kappa must be integer."""
    L = abs(det3(M)) * q
    p = np.indices((L, L, L)).reshape(3, -1)
    target = np.array([int(L * c) for c in kappa])[:, None]
    residue = (np.array(M, dtype=int) @ p - target) % L
    hits = p[:, ~residue.any(axis=0)].T
    return {tuple(Fraction(int(c), L) for c in row) for row in hits}


def check_smith(M):
    D, U, V = smith(M)
    assert np.array_equal(U @ integer_matrix(M) @ V, D)
    assert abs(det3(U)) == 1 and abs(det3(V)) == 1
    assert all(D[i, j] == 0 for i in range(3) for j in range(3) if i != j)
    d = [D[i, i] for i in range(3)]
    assert min(d) > 0 and d[1] % d[0] == 0 and d[2] % d[1] == 0
    entries = [int(x) for row in M for x in row]
    pairs = list(combinations(range(3), 2))
    minors = [int(M[a][c]) * int(M[b][e]) - int(M[a][e]) * int(M[b][c])
              for a, b in pairs for c, e in pairs]
    assert d[0] == gcd(*entries) and d[0] * d[1] == gcd(*minors)
    assert d[0] * d[1] * d[2] == abs(det3(M))
    return d


# ---- random matrices against the exhaustive scan
rng = np.random.default_rng(7)
tested = noncyclic = naive_failures = 0
while tested < 150:
    R = rng.integers(-4, 5, (3, 3)).tolist()
    size = abs(det3(R))
    if not 1 <= size <= 24:
        continue
    kap = [Fraction(int(c), 2) for c in rng.integers(0, 2, 3)]
    d = check_smith(R)
    ks = folding_list(R, kap)
    assert len(ks) == len(set(ks)) == size
    assert set(ks) == exhaustive_scan(R, kap, 2)
    tested += 1
    noncyclic += d[1] > 1
    naive_failures += len(set(naive_list(R, kap))) < size
assert noncyclic > 0 and naive_failures > 0

# ---- a larger cell: distinct, all folding correctly, right number
big = [[12, 3, -5], [4, 10, 6], [-8, 2, 14]]
big_d = check_smith(big)
big_kappa = vector([Fraction(1, 7), Fraction(2, 7), Fraction(3, 7)])
big_list = folding_list(big, big_kappa)
assert len(set(big_list)) == len(big_list) == abs(det3(big))
for k in big_list:
    assert all(c.denominator == 1 for c in integer_matrix(big) @ vector(k) - big_kappa)

# ---- worked example: list and inverse lookup
M = [[0, -2, 2], [1, 1, 2], [-1, 1, 2]]
Mi = integer_matrix(M)
kappa = vector([Fraction(1, 10), Fraction(1, 5), Fraction(2, 5)])
d = check_smith(M)
D, U, V = smith(M)
N = abs(det3(M))
labels = label_box(D)
ks = folding_list(M, kappa)
assert set(ks) == exhaustive_scan(M, kappa, 10) and len(ks) == N
for m, k in zip(labels, ks):
    shifted = vector(k) + vector([int(g) for g in rng.integers(-9, 10, 3)])
    found = U @ (Mi @ shifted - kappa)
    assert tuple(found[i] % d[i] for i in range(3)) == m
offsets = folding_list(M, [0, 0, 0])
orders = [next(s for s in range(1, N + 1)
               if all((s * c).denominator == 1 for c in k)) for k in offsets]
assert max(orders) == d[2] < N
naive = naive_list(M, kappa)
assert len(set(naive)) < N

# ---- Cartesian check of folding on an fcc lattice
a_nm = 0.40
A = 0.5 * a_nm * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
Mf = np.array(M, dtype=int)
A_super = Mf @ A
B, B_super = 2 * np.pi * np.linalg.inv(A).T, 2 * np.pi * np.linalg.inv(A_super).T
k_frac = np.array([[float(c) for c in k] for k in ks])
kappa_f = np.array([float(c) for c in kappa])
k_cart, K_cart = k_frac @ B, kappa_f @ B_super
assert np.allclose(np.exp(1j * (k_cart - K_cart) @ A_super.T), 1, atol=1e-10)

# ---- supercell Hamiltonian from real-space hops, without the Smith form
t1, t2, splitting = 0.50, 0.05, 1.0      # eV
e = np.eye(3, dtype=int)
first = [e[0], e[1], e[2], e[0] - e[1], e[1] - e[2], e[2] - e[0]]
second = [e[1] + e[2] - e[0], e[0] + e[2] - e[1], e[0] + e[1] - e[2]]
assert np.allclose([np.linalg.norm(r @ A) for r in first], a_nm / np.sqrt(2))
assert np.allclose([np.linalg.norm(r @ A) for r in second], a_nm)
signed_adjugate = np.rint(np.linalg.inv(Mf) * N).astype(int)
assert np.array_equal(signed_adjugate @ Mf, N * np.eye(3, dtype=int))


def split_site(r):
    """Write r = home + cell M, with home inside the supercell."""
    cell = (r @ signed_adjugate) // N
    return tuple(int(x) for x in r - cell @ Mf), cell


sites = sorted({split_site(np.array(r))[0] for r in product(range(-6, 7), repeat=3)})
assert len(sites) == N
index = {s: i for i, s in enumerate(sites)}


def hops(second_hopping):
    table = [(s * r, -t1) for r in first for s in (1, -1)]
    return table + [(s * r, -second_hopping) for r in second for s in (1, -1)]


def supercell_hamiltonian(table):
    H = np.zeros((N, N), dtype=complex)
    for s in sites:
        for r, h in table:
            home, cell = split_site(np.array(s) + r)
            H[index[s], index[home]] += h * np.exp(2j * np.pi * kappa_f @ cell)
    return H


def primitive_band(table):
    return sum(h * np.cos(2 * np.pi * k_frac @ r) for r, h in table)


def plane_waves(k):
    return np.exp(2j * np.pi * np.array(sites) @ k.T) / np.sqrt(N)


F = plane_waves(k_frac)
assert np.allclose(F.conj().T @ F, np.eye(N), atol=1e-10)
bands = {}
for second_hopping in (0.0, t2):
    H = supercell_hamiltonian(hops(second_hopping))
    E = primitive_band(hops(second_hopping))
    assert np.allclose(H, H.conj().T, atol=1e-12)
    assert np.allclose(np.linalg.eigvalsh(H), np.sort(E), atol=1e-10)
    assert np.allclose(F.conj().T @ H @ F, np.diag(E), atol=1e-10)
    bands[second_hopping] = E
energy = bands[0.0]
second_shift = np.max(np.abs(bands[t2] - energy))
clean_error = np.max(np.abs(np.linalg.eigvalsh(supercell_hamiltonian(hops(0.0)))
                            - np.sort(energy)))

# ---- disorder: spectral-weight sums with the right and the naive list
high = set(int(i) for i in rng.permutation(N)[:N // 2])
onsite = np.array([splitting / 2 if i in high else -splitting / 2 for i in range(N)])
H_dis = supercell_hamiltonian(hops(0.0)) + np.diag(onsite)
levels, states = np.linalg.eigh(H_dis)
weights = np.abs(F.conj().T @ states) ** 2         # rows: k, columns: states
assert np.allclose(weights.sum(axis=0), 1, atol=1e-10)
assert np.allclose(weights.sum(axis=1), 1, atol=1e-10)
assert np.allclose(weights @ levels, energy + onsite.mean(), atol=1e-10)
naive_frac = np.array([[float(c) for c in k] for k in naive])
naive_sums = (np.abs(plane_waves(naive_frac).conj().T @ states) ** 2).sum(axis=0)
assert np.max(np.abs(naive_sums - 1)) > 0.05
ranking = np.argsort(weights[:, 0])[::-1]


def text(v):
    return "(" + ", ".join(str(c) for c in v) + ")"


print("random matrices tested:", tested)
print("  of these with d2 > 1 (not cyclic):", noncyclic)
print("  of these where the naive list fails:", naive_failures)
print("larger cell M:", big)
print("  Smith d:", big_d, " distinct wavevectors:", len(set(big_list)))
print("example M:", M, " det M:", det3(M))
print("U:", U.tolist())
print("V:", V.tolist())
print("Smith d:", d)
print("kappa:", text(kappa), "  U kappa:", text(U @ kappa))
print("largest order of a folding offset:", max(orders))
print("naive list: entries", len(naive), " distinct", len(set(naive)))
print(f"fcc lattice constant: {a_nm:.2f} nm")
print("K Cartesian (1/nm):", " ".join(f"{c:.3f}" for c in K_cart))
print(f"hopping t1: {t1:.2f} eV, t2 (when included): {t2:.2f} eV")
print("label m | k fractional | k Cartesian (1/nm) | E (eV), t2 = 0")
for m, k, c, E in zip(labels, ks, k_cart, energy):
    print(text(m), "|", text(k), "|", " ".join(f"{x:.3f}" for x in c), f"| {E:.4f}")
print(f"largest clean-spectrum mismatch: {clean_error:.1e} eV")
print(f"largest energy shift from t2: {second_shift:.4f} eV")
print(f"site-energy splitting: {splitting:.2f} eV")
print("high-energy sites:", " ".join(text(sites[i]) for i in sorted(high)))
print("low-energy sites:", " ".join(text(sites[i]) for i in range(N) if i not in high))
print(f"lowest disordered level: {levels[0]:.4f} eV")
for place in ranking[:3]:
    print(f"  weight at m = {text(labels[place])}: {weights[place, 0]:.4f}")
print(f"  weight sum over the full list: {weights[:, 0].sum():.6f}")
print(f"naive-list weight sums: min {naive_sums.min():.4f}, max {naive_sums.max():.4f}")
print("all good")
```

Output:

```
random matrices tested: 150
  of these with d2 > 1 (not cyclic): 19
  of these where the naive list fails: 63
larger cell M: [[12, 3, -5], [4, 10, 6], [-8, 2, 14]]
  Smith d: [1, 4, 196]  distinct wavevectors: 784
example M: [[0, -2, 2], [1, 1, 2], [-1, 1, 2]]  det M: 12
U: [[0, 1, 0], [-1, 0, 0], [1, 1, 1]]
V: [[1, -1, -3], [0, 1, 1], [0, 0, 1]]
Smith d: [1, 2, 6]
kappa: (1/10, 1/5, 2/5)   U kappa: (1/5, -1/10, 7/10)
largest order of a folding offset: 6
naive list: entries 12  distinct 6
fcc lattice constant: 0.40 nm
K Cartesian (1/nm): 4.451 -0.785 -2.356
hopping t1: 0.50 eV, t2 (when included): 0.05 eV
label m | k fractional | k Cartesian (1/nm) | E (eV), t2 = 0
(0, 0, 0) | (9/10, 1/15, 7/60) | -11.257 14.923 13.352 | -4.1247
(0, 0, 1) | (2/5, 7/30, 17/60) | 1.833 7.069 5.498 | -1.2818
(0, 0, 2) | (9/10, 2/5, 9/20) | -0.785 14.923 13.352 | 1.9511
(0, 0, 3) | (2/5, 17/30, 37/60) | 12.305 7.069 5.498 | 0.8067
(0, 0, 4) | (9/10, 11/15, 47/60) | 9.687 14.923 13.352 | -3.1066
(0, 0, 5) | (2/5, 9/10, 19/20) | 22.777 7.069 5.498 | 0.0489
(0, 1, 0) | (2/5, 17/30, 7/60) | 4.451 -0.785 13.352 | 1.6384
(0, 1, 1) | (9/10, 11/15, 17/60) | 1.833 7.069 21.206 | 0.6976
(0, 1, 2) | (2/5, 9/10, 9/20) | 14.923 -0.785 13.352 | 1.9511
(0, 1, 3) | (9/10, 1/15, 37/60) | -3.403 22.777 5.498 | -0.3204
(0, 1, 4) | (2/5, 7/30, 47/60) | 9.687 14.923 -2.356 | 1.6908
(0, 1, 5) | (9/10, 2/5, 19/20) | 7.069 22.777 5.498 | 0.0489
largest clean-spectrum mismatch: 1.8e-15 eV
largest energy shift from t2: 0.2490 eV
site-energy splitting: 1.00 eV
high-energy sites: (0, 0, 0) (0, 0, 1) (0, 0, 5) (0, 1, 2) (0, 1, 3) (0, 1, 4)
low-energy sites: (0, -1, 1) (0, -1, 2) (0, -1, 3) (0, 0, 2) (0, 0, 3) (0, 0, 4)
lowest disordered level: -4.1832 eV
  weight at m = (0, 0, 0): 0.9860
  weight at m = (0, 1, 5): 0.0046
  weight at m = (0, 1, 1): 0.0034
  weight sum over the full list: 1.000000
naive-list weight sums: min 0.0641, max 1.9840
all good
```
